# Electrical recovery time constant of a superconducting nanowire detector

## Problem

A superconducting nanowire single-photon detector is a long, narrow superconducting wire carrying a constant bias current. An absorbed photon makes a short section of the wire resistive. The current is then diverted into a load, where it appears as a voltage pulse. The section cools and becomes superconducting again, after which the current returns to the wire.

The wire has inductance $L=500\ \mathrm{nH}$ and is connected in parallel with a load $R_L=50\ \Omega$. An ideal source supplies $I_b=10\ \mu\mathrm{A}$ to the pair.

1. Derive the law by which the wire current recovers, and calculate its time constant.
2. Show how the same time constant can be read from the area and height of the voltage pulse.
3. Model the resistive section as a constant resistance $R_n=1000\ \Omega$ lasting $0.50\ \mathrm{ns}$. Find the wire current at the start of recovery, the pulse height, and the time needed to regain 95 % of the bias current.
4. Estimate how far the time constant is changed by
   - the current dependence of the inductance, for a depairing current of $20\ \mu\mathrm{A}$;
   - a bias resistor of $10\ \mathrm{k}\Omega$;
   - a pad capacitance of $1.0\ \mathrm{pF}$;
   - a coupling capacitor of $100\ \mathrm{nF}$.

## Solution

### 1. The recovery law

Let $I$ be the current through the wire to ground, $I_L$ the current through the load to ground, and $V$ the voltage of their common node. Time $t=0$ is the moment at which the whole wire has become superconducting again, and $I(0)=I_0$.

For now the load is a pure resistance, the inductance is constant, and the wire is treated as a single lumped element. The wire is also assumed to stay superconducting after $t=0$.

The source current divides between the two branches:

$$
I_b=I+I_L .
$$

Ohm's law for the load gives

$$
V=R_LI_L=R_L(I_b-I).
$$

The wire has no resistance, so its voltage is entirely inductive, $V=L\,dI/dt$. Both branches share the same two nodes, and their voltages are therefore equal:

$$
L\frac{dI}{dt}=R_L(I_b-I).
$$

The right-hand side is positive while $I<I_b$, so the current grows. The load voltage is what drives current back into the wire, and it vanishes when the wire carries the full bias.

Define the missing current $x=I_b-I$. Since $I_b$ is constant, $dx/dt=-dI/dt$, and the equation becomes

$$
\frac{dx}{dt}=-\frac{R_L}{L}\,x .
$$

For $x>0$, separate the variables and integrate from $0$ to $t$:

$$
\int_{x(0)}^{x(t)}\frac{dx'}{x'}=-\frac{R_L}{L}\int_0^t dt',
\qquad
\ln\frac{x(t)}{x(0)}=-\frac{R_L}{L}\,t .
$$

With $x(0)=I_b-I_0$, exponentiation gives

$$
I(t)=I_b-(I_b-I_0)e^{-t/\tau},\qquad \tau=\frac{L}{R_L}.
$$

The unit is correct, because $\mathrm{H}/\Omega=(\mathrm{V\,s/A})/(\mathrm{V/A})=\mathrm{s}$. Inserting the values,

$$
\tau=\frac{500\times10^{-9}\ \mathrm{H}}{50\ \Omega}
=1.0\times10^{-8}\ \mathrm{s}=10\ \mathrm{ns}.
$$

After one time constant, a fraction $1/e$ of the initial missing current is still missing. The value of $\tau$ does not depend on $I_0$ or $I_b$, because the circuit equation is linear.

At fixed $L$, a larger load resistance shortens $\tau$: a given missing current then produces a larger voltage across the inductance. In the opposite limit, $R_L\to0$, there is no voltage to restore the current, and $\tau\to\infty$.

### 2. The time constant from the pulse

During recovery the load voltage is

$$
V(t)=R_L(I_b-I_0)e^{-t/\tau}.
$$

Its initial height is $V_0=R_L(I_b-I_0)$. Its area follows from the inductive voltage without using the exponential:

$$
A=\int_0^\infty V\,dt=\int_0^\infty L\frac{dI}{dt}\,dt
=L\int_{I_0}^{I_b}dI=L(I_b-I_0).
$$

The unknown missing current cancels in the ratio:

$$
\frac{A}{V_0}=\frac{L(I_b-I_0)}{R_L(I_b-I_0)}=\frac{L}{R_L}=\tau .
$$

Here the area is counted from the start of recovery, so the preceding resistive stage is excluded. The ratio is also unaffected by a constant amplifier gain, which multiplies area and height alike.

The reading assumes a constant inductance and a directly connected load. If the inductance depends on the current, the area is $\int_{I_0}^{I_b}L(I)\,dI$, and the ratio gives an average of $L(I)/R_L$ over the recovery. If the load is connected through a capacitor, a long, weak undershoot follows the pulse. It must be left out of the area, and even then the reading is only approximate. With the $100\ \mathrm{nF}$ capacitor of part 4 the positive lobe ends after about 62 ns and gives $A/V_0\approx9.9\ \mathrm{ns}$, about 1 % below $\tau$.

### 3. From photon absorption to recovery

**The resistive stage.** While the normal section exists, the wire voltage has an inductive and a resistive part:

$$
L\frac{dI}{dt}+R_nI=R_L(I_b-I).
$$

Collecting the terms in $I$ gives

$$
L\frac{dI}{dt}=R_LI_b-(R_L+R_n)I .
$$

The steady current $I_s$ follows from setting the derivative to zero:

$$
I_s=\frac{R_L}{R_L+R_n}I_b
=\frac{50}{1050}\times10\ \mu\mathrm{A}=0.476\ \mu\mathrm{A}.
$$

Subtracting this steady solution leaves

$$
\frac{d(I-I_s)}{dt}=-\frac{R_L+R_n}{L}(I-I_s),
$$

so the time constant of this stage is

$$
\tau_n=\frac{L}{R_L+R_n}
=\frac{500\ \mathrm{nH}}{1050\ \Omega}=0.476\ \mathrm{ns}.
$$

The wire starts this stage with the full bias current. After a duration $t_n=0.50\ \mathrm{ns}$ it carries

$$
I_0=I_s+(I_b-I_s)e^{-t_n/\tau_n}.
$$

Numerically,

$$
I_0=0.476\ \mu\mathrm{A}+(10-0.476)\ \mu\mathrm{A}\times e^{-0.50/0.476}
\approx3.81\ \mu\mathrm{A}.
$$

The missing current at the start of recovery is therefore $6.19\ \mu\mathrm{A}$. The current leaves the wire much faster than it returns because $R_n$ adds to the circuit resistance in the first stage and is absent in the second.

**The pulse.** The load voltage at the start of recovery is

$$
V_0=50\ \Omega\times6.19\ \mu\mathrm{A}=0.310\ \mathrm{mV}.
$$

This is also the maximum of the pulse in this model, since the wire current falls throughout the resistive stage and rises afterwards. The recovery area is

$$
A=500\ \mathrm{nH}\times6.19\ \mu\mathrm{A}=3.10\ \mathrm{mV\,ns},
$$

and $A/V_0=3.10/0.310\ \mathrm{ns}=10\ \mathrm{ns}$, as required by part 2.

**Recovery to a chosen current.** After one time constant the wire carries

$$
I(\tau)=10\ \mu\mathrm{A}-6.19\ \mu\mathrm{A}\times e^{-1}
=7.72\ \mu\mathrm{A},
$$

or about 77 % of the bias.

To find the time $t_f$ at which $I=fI_b$, with $I_0/I_b<f<1$, put this current into the recovery law:

$$
fI_b=I_b-(I_b-I_0)e^{-t_f/\tau}.
$$

Rearrange and divide by $I_b$:

$$
\left(1-\frac{I_0}{I_b}\right)e^{-t_f/\tau}=1-f .
$$

Taking the logarithm gives

$$
t_f=\tau\ln\frac{1-I_0/I_b}{1-f}.
$$

For $f=0.95$,

$$
t_{0.95}=10\ \mathrm{ns}\times\ln\frac{0.619}{0.05}=25.2\ \mathrm{ns}.
$$

Counted from the beginning of the resistive stage, the time is $25.2+0.5=25.7\ \mathrm{ns}$. Thus $1/\tau$ should not be read as the maximum count rate. The useful dead time depends on how much current the wire needs to detect the next photon with the required efficiency, and the circuit equation does not supply that relation.

**Failure to recover.** If the normal section never disappeared, the wire current would fall to $I_s=0.476\ \mu\mathrm{A}$ and stay there. A persistent resistive state is called latching, but the fixed-$R_n$ model does not describe it quantitatively. In a nitride wire 100 nm wide, a current of half a microampere produces, by a rough estimate, ten to a hundred times too little heat to keep a section normal. In a real latched wire the section shrinks until its resistance lets through the current that just sustains it, typically a few microamperes. Within the model, the value of $I_s$ holds for a directly connected load. Behind a coupling capacitor the load current would die away, and with a fixed $R_n$ the wire current would slowly return to $I_b$. Whether latching occurs depends on the balance between Joule heating and cooling, which is not calculated here; the duration of the resistive section has been prescribed.

The circuit does show one cost of a larger load. At fixed $I_b$ and $R_n$, increasing $R_L$ raises $I_s$, and with it the heating power $I_s^2R_n$ in a persistent normal section. A larger load also brings the current back sooner, leaving the section less time to cool. The fixed-$R_n$ model shows only the direction of these effects, not the load at which latching sets in. A shorter $L/R_L$ is useful only as long as the section still cools and disappears.

### 4. Corrections to the simple circuit

**Current-dependent inductance.** Most of the inductance of such a wire is kinetic: it comes from the inertia of the superconducting electrons. A current weakens the superconducting state, so fewer electrons must move faster, and the inductance rises.

The Ginzburg–Landau model gives a rough size. Let $q$ be the phase gradient of the order parameter multiplied by the coherence length, and let $n$ be the squared order parameter relative to its zero-current value. For a uniform wire the scaled free energy is

$$
F=-n+\tfrac12n^2+q^2n .
$$

If the order parameter follows the current without delay, $n$ minimizes $F$ at each $q$:

$$
\frac{\partial F}{\partial n}=-1+n+q^2=0,
\qquad n=1-q^2 .
$$

The current is proportional to $nq$. With a constant $I_u$ that sets its scale,

$$
I=I_uq(1-q^2).
$$

The largest possible current is the depairing current $I_{\mathrm{dep}}$. It occurs where $dI/dq=I_u(1-3q^2)=0$, that is, at $q=1/\sqrt3$. Hence

$$
I_{\mathrm{dep}}=I_u\frac{1}{\sqrt3}\left(1-\frac13\right)
=\frac{2}{3\sqrt3}I_u,
\qquad I_u=\frac{3\sqrt3}{2}I_{\mathrm{dep}} .
$$

The voltage along a superconductor is proportional to the rate of change of its phase difference, so $V=K\,dq/dt$ with a constant $K$. By the chain rule,

$$
V=\frac{K}{dI/dq}\frac{dI}{dt}
=\frac{K}{I_u(1-3q^2)}\frac{dI}{dt}.
$$

The factor in front of $dI/dt$ is the differential inductance. At zero current it equals $K/I_u$, and therefore

$$
\frac{L(I)}{L(0)}=\frac{1}{1-3q^2}.
$$

For $I_b/I_{\mathrm{dep}}=0.5$, numerical solution of the cubic equation on the branch $q<1/\sqrt3$ gives $q=0.2005$. Then

$$
\frac{L(I_b)}{L(0)}=\frac{1}{1-3(0.2005)^2}=1.137 .
$$

Take $500\ \mathrm{nH}$ to be the zero-current inductance. Near the end of recovery $I$ is close to $I_b$, so the inductance is nearly constant at $L(I_b)$, and the late time constant becomes $1.137\times10\ \mathrm{ns}\approx11.4\ \mathrm{ns}$.

Numerical integration of $K\,dq/dt=R_L(I_b-I)$, with the same $I_0$ as before, gives 27.2 ns to reach 95 % of the bias. This is about 8 % longer than the constant-inductance result. The increase is smaller than the 14 % change in the late time constant because $L(I)$ is closer to $L(0)$ at the lower currents of early recovery. If the same $L(I)$ is also used in the resistive stage, $I_0$ rises to $4.00\ \mu\mathrm{A}$ and the time to 95 % becomes 26.9 ns.

If $500\ \mathrm{nH}$ instead denotes the differential inductance at the bias current, the late time constant is 10 ns.

**Finite bias resistance.** Represent the source by an ideal current source in parallel with $R_b$. The inductance then sees $R_L$ and $R_b$ in parallel:

$$
\tau_b=L\left(\frac1{R_L}+\frac1{R_b}\right)
=\tau\left(1+\frac{R_L}{R_b}\right).
$$

The relative change is $50/10\,000=+0.50\ \%$.

**Pad capacitance.** A capacitance $C_p$ from the node to ground adds a third current path:

$$
I_b=I+\frac{V}{R_L}+C_p\frac{dV}{dt}.
$$

Substitute $I=I_b-x$ and $V=L\,dI/dt=-L\,dx/dt$:

$$
LC_p\frac{d^2x}{dt^2}+\tau\frac{dx}{dt}+x=0 .
$$

A trial solution $x\propto e^{-t/\tau_p}$, followed by multiplication by $\tau_p^2$, gives

$$
\tau_p^2-\tau\tau_p+LC_p=0,
\qquad \tau_p=\tau-\frac{LC_p}{\tau_p}.
$$

For a small capacitance, $\tau_p$ in the last denominator may be replaced by $\tau$. Since $L/\tau=R_L$,

$$
\tau_p\approx\tau-R_LC_p .
$$

The product $R_LC_p$ is $0.05\ \mathrm{ns}$, a relative change of $-0.50\ \%$. The approximation requires $R_LC_p\ll\tau$. When $4LC_p>\tau^2$, the roots of the quadratic are complex and the current rings instead of recovering as a simple exponential.

**Coupling capacitor.** A capacitor $C_c$ in series with the load carries the load current $x$. If its voltage is $v_c$, then $dv_c/dt=x/C_c$ and

$$
-L\frac{dx}{dt}=R_Lx+v_c .
$$

Differentiate once and move all terms to one side:

$$
L\frac{d^2x}{dt^2}+R_L\frac{dx}{dt}+\frac{x}{C_c}=0 .
$$

With $x\propto e^{-t/\tau_c}$, multiplication by $\tau_c^2/R_L$ leads to

$$
\tau-\tau_c+\frac{\tau_c^2}{R_LC_c}=0,
\qquad
\tau_c\approx\tau\left(1+\frac{\tau}{R_LC_c}\right).
$$

This is the fast root, valid for $\tau\ll R_LC_c$. Here $R_LC_c=5\ \mu\mathrm{s}$, so the relative change is $+0.20\ \%$. The slow root has a time constant close to $R_LC_c$. It describes the discharge of the capacitor, so pulses separated by less than a few microseconds are not fully independent. After a single pulse this slow term is small: the wire current overshoots $I_b$ by about $0.013\ \mu\mathrm{A}$, roughly 0.1 % of the bias. It still outweighs the shift of the fast root in the time to 95 %, which falls from 25.2 ns to 25.0 ns although $\tau_c$ is longer than $\tau$.

### The numbers beside a real device

The parameters lie in the rough regime of thin nitride-film detectors operated at a few kelvin. For a sheet inductance of 100 pH per square, 500 nH corresponds to 5000 squares; at a width of 100 nm, the wire is $500\ \mu\mathrm{m}$ long. Recovery in roughly ten to some tens of nanoseconds is a familiar scale for such wires with a 50 Ω load.

Of the corrections to $\tau$ estimated here, the current dependence of the inductance is the largest, at about 14 % late in the recovery. That figure is itself rough, because the Ginzburg–Landau model is justified near the critical temperature, whereas these detectors work well below it; the dirty-limit (Usadel) theory at $0.2$ to $0.4$ of the critical temperature gives about 12 %. The figure also applies only to $I_b/I_{\mathrm{dep}}=0.5$ and grows quickly with bias: the Ginzburg–Landau formula gives 35 % at a ratio of 0.7 and 59 % at 0.8. A real normal section also grows, shrinks and cools instead of keeping a fixed resistance. This changes $I_0$ and the pulse height, but it leaves the later $L/R_L$ decay unchanged if the circuit is linear and the wire does not latch.
